Two true count rates behind one reading of a paralysable detector

**Problem**

A passively quenched single-photon avalanche diode looks at steady, attenuated laser light of wavelength 650 nm. Its dead time is τ = 50 ns, and it behaves as a paralysable detector: an event that arrives during the dead time is not recorded, but it starts the dead time afresh. The counter shows m = 5.0×10⁶ recorded pulses per second. Which true Poisson rates can produce this reading, and what is the largest rate that the counter can ever show?

The true rate n is the rate of events that would each fire the diode if it were always ready. It includes photons that trigger an avalanche and the much rarer dark events. It is not the rate of photons reaching the diode, which is larger because some photons trigger nothing. The events are taken to be independent and of constant mean rate, and τ is taken to be fixed.

**The counting law**

An event is recorded if no other event occurred during the time τ before it. An earlier event inside that interval, recorded or not, would have left the detector dead.

To find the probability of an empty interval, divide τ into N short slices. Each slice is empty with probability 1 − nτ/N, up to terms that vanish faster than 1/N, and the slices are independent. Hence

P(empty) = lim (1 − nτ/N)ᴺ = exp(−nτ) as N → ∞.

In a Poisson stream the arrival of the present event says nothing about the interval before it, so this is also the fraction of events that are recorded. The recorded rate is the true rate times this fraction:

m = n exp(−nτ).

Two dimensionless quantities simplify the work: x = nτ, the mean number of events in one dead time, and a = mτ. Multiplying the law by τ gives

x exp(−x) = a, with a = (5.0×10⁶ s⁻¹)(50×10⁻⁹ s) = 0.25.

**First estimate by scaling**

The dead time is the one time scale of the detector, so rates are naturally measured in units of 1/τ = 2.0×10⁷ s⁻¹.

*Weak light.* If x is small, exp(−x) is near 1 and few events are lost. Then x ≈ a, which means

n ≈ m = 5.0×10⁶ s⁻¹.

*Strong light.* If x is large, most events fall in a dead time that earlier events keep extending. Taking the logarithm of x exp(−x) = a gives

ln x − x = ln a, or x = ln(1/a) + ln x.

For large x the term ln x is small compared with x. Dropping it leaves x ≈ ln(1/a) = ln 4 = 1.39, so

n ≈ 1.39/τ = 2.8×10⁷ s⁻¹.

*Maximum.* Two recorded pulses are at least τ apart, so the reading cannot exceed 1/τ. As an order of magnitude, m_max ~ 2×10⁷ s⁻¹.

Neither limit is well satisfied at a = 0.25, so these values show the scale of the answer and the existence of two regimes, but not accurate rates.

**Exact solution: the maximum**

Differentiate the counting law with respect to n, using the product rule:

dm/dn = exp(−nτ) − nτ exp(−nτ) = (1 − nτ) exp(−nτ).

The exponential is positive, so the sign is that of 1 − nτ. The reading rises from zero while nτ < 1, is greatest at nτ = 1, and then falls towards zero. Therefore

n = 1/τ = 2.0×10⁷ s⁻¹ at the maximum,

m_max = (1/τ) exp(−1) = 1/(eτ) = 7.36×10⁶ s⁻¹.

At this point a fraction 1/e, about 37 %, of the events is recorded. More light lowers the reading, because the gaps longer than τ become rare faster than the events become frequent.

The given reading lies below m_max. The curve passes through it once while rising and once while falling, so there are exactly two true rates. At m = m_max they would merge into one, and a larger reading would have no solution in this model.

**Exact solution: the two rates**

Multiply x exp(−x) = a by −1:

(−x) exp(−x) = −a.

The Lambert function W(z) is defined by W exp(W) = z. Comparison gives −x = W(−a), and therefore

n = −W(−mτ)/τ.

For −1/e < z < 0 this function has two real values. The branch W₀ lies above −1 and gives the root with x < 1; the branch W₋₁ lies below −1 and gives the root with x > 1.

A pocket calculator suffices to find both. For the lower root, write the equation as x = a exp(x) and use the right-hand side as the next value. Starting from x = 0.25:

0.2500, 0.3210, 0.3446, 0.3529, 0.3558, 0.3568, 0.3572, …

Near the root each step multiplies the error by the slope of a exp(x). There a exp(x) = x, so the slope is x itself, about 0.36, and the errors shrink.

The same iteration would move away from the upper root, where the slope x exceeds 1. The inverse form x = ln(x/a) has slope 1/x, which is about 0.46 there. A good start is x = 2, since 2 exp(−2) = 0.27 is close to 0.25:

2.0000, 2.0794, 2.1184, 2.1370, 2.1457, 2.1497, 2.1516, …

The limits are x = 0.3574 and x = 2.1533. Dividing by τ gives the two possible true rates:

n_low = 0.3574/(50×10⁻⁹ s) = 7.15×10⁶ s⁻¹,

n_high = 2.1533/(50×10⁻⁹ s) = 4.31×10⁷ s⁻¹.

Substitution confirms them. The recorded fractions exp(−x) are 0.6995 and 0.1161, and both products n exp(−x) equal 5.00×10⁶ s⁻¹. The counting law itself was tested by following a simulated detector through one million random arrivals at each rate. The readings were 4.998×10⁶ s⁻¹ and 5.009×10⁶ s⁻¹, which agree with the law within the counting noise.

**Comparison of estimate and exact result**

The weak-light estimate, 5.0×10⁶ s⁻¹, is 30 % below n_low. This is the lost fraction, because m/n = exp(−x) = 0.70. The next step of the approximation, exp(x) ≈ 1 + a, gives n ≈ m(1 + mτ), so the relative correction is mτ when that product is small.

The strong-light estimate, 2.8×10⁷ s⁻¹, is 36 % below n_high. The dropped term is ln x = ln 2.153 = 0.767, and 0.767/2.153 = 0.36. As the reading drops and x grows, this relative error, ln x/x, first rises slightly, to 1/e = 0.37 at x = e, and then falls slowly: at x = 10 it is still 0.23.

The scaling estimate of the maximum has the correct dependence on τ but is too large by the factor e = 2.72. The bound 1/τ would require evenly spaced pulses; Poisson arrivals are irregular.

A third limit applies close to the maximum. Put x = 1 + δ with small δ. Then

ln(x exp(−x)) = ln(1 + δ) − 1 − δ ≈ −1 − δ²/2,

so m/m_max ≈ exp(−δ²/2) ≈ 1 − δ²/2, and

δ ≈ ±√[2(1 − m/m_max)].

The two roots thus approach each other as a square root. Here m/m_max = 0.68, which gives δ ≈ ±0.80 and x ≈ 0.20 and 1.80. The exact values are 0.36 and 2.15, so this reading is still too far from the maximum for the approximation to be accurate.

**Which rate is the true one?**

A single reading cannot decide, but a second reading through a weak attenuator can. Let the attenuator transmit a fraction θ of the light, and neglect dark events. The new true rate is θn, and the new reading is

m′ = θn exp(−θx) = θm exp[(1 − θ)x],

where n exp(−x) = m was used. For θ = 0.90:

lower rate: m′ = 0.90 × 5.0×10⁶ s⁻¹ × exp(0.0357) = 4.66×10⁶ s⁻¹,

upper rate: m′ = 0.90 × 5.0×10⁶ s⁻¹ × exp(0.2153) = 5.58×10⁶ s⁻¹.

If less light gives a higher reading, the detector was on the upper branch. The attenuator must not be too strong. The curve lies above the original reading only between the two roots, so the rise requires θ > n_low/n_high = 0.166. A denser filter would lower the reading on both branches.

The choice matters for the optical power. Suppose a fraction η = 0.40 of the photons triggers an avalanche. Independent random selection leaves a Poisson stream, so the photon rate is n/η. One photon carries hc/λ = 3.056×10⁻¹⁹ J, and

P = (n/η)(hc/λ) = 5.46 pW for n_low, or 32.9 pW for n_high.

**Error in the dead time**

Hold m fixed in ln n − nτ = ln m and differentiate:

dn/n − τ dn − n dτ = 0.

Since τ dn = x dn/n and n dτ = x dτ/τ, this becomes

dn/n = [x/(1 − x)] dτ/τ.

The factor is +0.556 at the lower root and −1.867 at the upper. To first order, if the assumed τ is 1 % too large, n_low comes out 0.56 % too high and n_high about 1.9 % too low. Near x = 1 the factor diverges, so a reading close to the maximum is a poor measure of the light.

The type of dead time matters too. If lost events did not extend it, the detector would be live for a fraction 1 − mτ of the time. Then m = n(1 − mτ), with the single solution n = m/(1 − mτ) = 6.67×10⁶ s⁻¹, which is 7 % below n_low.

**A real diode**

The values used here are round ones. A dead time of 50 ns suits a small diode with an integrated quenching resistor; the stray capacitance of external wiring would add to the charge that the resistor must restore, and so lengthen the dead time. A rough dark rate of 1000 s⁻¹ is 0.014 % of n_low and even less of n_high. If every event, recorded or not, can cause an afterpulse, then afterpulses with a rough probability of 2 % and a mean delay of 100 ns make the inferred rates too high by 1.0 % and 1.9 %, relative to the rate without afterpulses. Avalanches during the recharge carry less charge and so cause fewer afterpulses, which makes these errors smaller, above all at the upper rate.

For the upper rate, a more serious error comes from the assumption of full sensitivity during the dead time. After an avalanche the bias recovers gradually through the resistor, with time constant T = RC. For R = 250 kΩ and C = 0.10 pF, T = 25 ns. Let the trigger probability, relative to its value at full bias, be 1 − exp(−t/T) at time t after the last avalanche, and let a pulse be recorded if t ≥ τ, when at least 86.5 % of the excess bias has returned. The probability S(t) that no new avalanche has occurred obeys dS/dt = −n[1 − exp(−t/T)]S, so

S(t) = exp{−n[t − T(1 − exp(−t/T))]}.

The mean time between avalanches is ∫₀^∞ S dt, and a fraction S(τ) of them is recorded, which gives m = S(τ)/∫₀^∞ S dt. For the same reading, this model moves the lower rate by −0.3 %, to 7.13×10⁶ s⁻¹, but the upper one by +52 %, to 6.6×10⁷ s⁻¹. The maximum reading rises by 12 %, to 8.2×10⁶ s⁻¹.

These shifts belong to T = τ/2, to this reading, and to a trigger probability proportional to the recovered fraction v = 1 − exp(−t/T) of the excess bias. The small shift of the lower rate is partly a cancellation. At the same τ and reading, T = 50 ns gives +7 % for the lower rate and +132 % for the upper, and T = 72 ns, where pulses are recorded from half the excess bias onward, gives +16 % and +204 %. At T = 25 ns a reading of 7×10⁶ s⁻¹ moves the lower rate by −9 %. A trigger probability that saturates with bias, proportional to 1 − exp(−2v), reduces the shift of the upper rate from +52 % to +22 %. The lower rate is therefore reliable when T is at most about τ/2 and the reading is well below the maximum. The upper rate can be wrong by tens of per cent or by a factor of a few unless the recharge of the particular diode is known. The numerical output below lists the values for T = 25 ns.

Numbers as computed

```
dead time: 50 ns
recorded rate m: 5.000e+06 1/s
m tau: 0.2500
lower root x = n tau: 0.35740
upper root x = n tau: 2.15329
lower true rate: 7.1481e+06 1/s
upper true rate: 4.3066e+07 1/s
maximum recordable rate: 7.3576e+06 1/s
true rate at the maximum: 2.0000e+07 1/s
recorded fraction, lower root: 0.6995
recorded fraction, upper root: 0.1161
lower iterates x: 0.2500 0.3210 0.3446 0.3529 0.3558 0.3568 0.3572 0.3573 0.3574
upper iterates x: 2.0000 2.0794 2.1184 2.1370 2.1457 2.1497 2.1516 2.1525 2.1529
simulated reading at lower rate: 4.998e+06 1/s
simulated reading at upper rate: 5.009e+06 1/s
simulated reading at peak: 7.361e+06 1/s
attenuator transmission: 0.90
attenuated reading, lower branch: 4.664e+06 1/s
attenuated reading, upper branch: 5.581e+06 1/s
transmission limit n_low/n_high: 0.1660
d ln n / d ln tau, lower: 0.556
d ln n / d ln tau, upper: -1.867
non-paralysable true rate: 6.6667e+06 1/s
wavelength: 650 nm
detection efficiency: 0.40
photon energy: 3.0561e-19 J
optical power, lower root: 5.46 pW
optical power, upper root: 32.90 pW
dark rate (rough): 1000 1/s
dark share of lower rate: 0.0140 %
dark share of upper rate: 0.0023 %
afterpulse probability (rough): 2 %
afterpulse mean delay (rough): 100 ns
afterpulse error of inferred lower n: +1.0 %
afterpulse error of inferred upper n: +1.9 %
quenching resistance (rough): 250 kohm
diode capacitance (rough): 0.10 pF
recharge time RC: 25.0 ns
bias recovered after tau: 86.5 %
recharge model lower rate: 7.127e+06 1/s
recharge model upper rate: 6.562e+07 1/s
shift of lower rate: -0.3 %
shift of upper rate: +52.4 %
recharge model maximum reading: 8.230e+06 1/s
recharge model rate at maximum: 2.56e+07 1/s
shift of maximum reading: +11.9 %
```
